# Why the faces of one metal crystal have different vacuum levels: a numerical check

```python
# Result under test: faces of one metal crystal with unequal work functions W
# have unequal nearby vacuum levels, so an electric field exists outside.
# Close to an edge: |E| = |W1-W2|/(e*beta*r), beta = outside angle, r = distance.
# Neutral crystal: level at infinity = sum(w_i*W_i), w_i = share of charge that
# face i carries when the same body is a charged equipotential conductor.
# U = electron energy in eV; energies are counted from the electrochemical
# potential. The image energy is treated separately.
from itertools import product

import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

W_END, W_SIDE = 4.5, 5.0       # eV, (100) ends and {011} sides
WIDTH = 1000.0                 # nm
TEMP = 300.0                   # K
BETA = 1.5 * np.pi
DELTA = W_SIDE - W_END


def corner_from_charges(half_size, sheet_height, step):
    """Grounded metal quadrant x<=0, y<=0; electron sheet above its top face.
    Outer box walls have zero normal field. Returns electron energy."""
    c = np.arange(-half_size, half_size + 1)
    x, y = np.meshgrid(c, c, indexing="ij")
    free = ~((x <= 0) & (y <= 0))
    index = -np.ones(x.shape, dtype=int)
    count = int(free.sum())
    index[free] = np.arange(count)
    diagonal = np.zeros(count)
    rows, cols = [], []
    for a, b in ((index[:-1, :], index[1:, :]), (index[:, :-1], index[:, 1:])):
        a, b = a.ravel(), b.ravel()
        diagonal += np.bincount(a[a >= 0], minlength=count)
        diagonal += np.bincount(b[b >= 0], minlength=count)
        both = (a >= 0) & (b >= 0)
        rows += [a[both], b[both]]
        cols += [b[both], a[both]]
    r, s = np.concatenate(rows), np.concatenate(cols)
    k = np.arange(count)
    matrix = coo_matrix((np.concatenate([-np.ones(len(r)), diagonal]),
                         (np.concatenate([r, k]), np.concatenate([s, k]))),
                        shape=(count, count)).tocsc()
    source = np.where((y == sheet_height) & (x <= 0), step / sheet_height, 0.0)
    energy = np.zeros(x.shape)
    energy[free] = spsolve(matrix, source[free], permc_spec="MMD_AT_PLUS_A")
    return energy


# Test 1: only charges and a grounded metal are given; the outside is computed.
M = 150
u = corner_from_charges(M, 2, DELTA)


def at(i, j):
    return u[i + M, j + M]


step_found = at(-75, 4) - at(4, -75)
# Points four cells off the faces miss about two percent of the full step.
assert abs(step_found / DELTA - 1) < 0.04
edge_ratios = []
for i in (20, 40):
    gradient = (at(i - 1, i + 1) - at(i + 1, i - 1)) / (2 * np.sqrt(2))
    edge_ratios.append(gradient * BETA * i * np.sqrt(2) / DELTA)
# Finite sheet height, grid and box give errors of a few percent.
assert all(abs(q - 1) < 0.06 for q in edge_ratios)
# Positive energy slope off the low-W face = outward field = positive charge.
wall_ratio = at(1, -40) * BETA * 40 / DELTA
assert abs(wall_ratio - 1) < 0.10


def make_panels(lengths, m):
    """Panels on the positive eighth of a centred box, refined to the edges."""
    t = (1 - (np.arange(m, -1, -1) / m) ** 2.5) / 2
    t = 0.5 - (np.arange(m, -1, -1) / m) ** 2.5 / 2
    blocks, centres = [], []
    for axis in range(3):
        b, c = (axis + 1) % 3, (axis + 2) % 3
        eb, ec = lengths[b] * t, lengths[c] * t
        u0, v0 = [g.ravel() for g in np.meshgrid(eb[:-1], ec[:-1], indexing="ij")]
        u1, v1 = [g.ravel() for g in np.meshgrid(eb[1:], ec[1:], indexing="ij")]
        one = np.ones(len(u0))
        plane = lengths[axis] / 2
        blocks.append(np.column_stack([axis * one, plane * one, u0, u1, v0, v1]))
        p = np.zeros((len(u0), 3))
        p[:, axis], p[:, b], p[:, c] = plane, (u0 + u1) / 2, (v0 + v1) / 2
        centres.append(p)
    return np.vstack(blocks), np.vstack(centres)


def influence_one(points, panels):
    """Integral of 1/distance over each uniformly charged panel."""
    result = np.zeros((len(points), len(panels)))
    for axis in range(3):
        chosen = np.where(panels[:, 0] == axis)[0]
        p = panels[chosen]
        b, c = (axis + 1) % 3, (axis + 2) % 3
        z = np.abs(points[:, axis, None] - p[:, 1])
        total = np.zeros(z.shape)
        for ku, su in ((2, 1), (3, -1)):
            du = points[:, b, None] - p[:, ku]
            for kv, sv in ((4, 1), (5, -1)):
                dv = points[:, c, None] - p[:, kv]
                huz = np.maximum(np.hypot(du, z), 1e-200)
                hvz = np.maximum(np.hypot(dv, z), 1e-200)
                dist = np.hypot(huz, dv)
                total += su * sv * (du * np.arcsinh(dv / huz)
                                    + dv * np.arcsinh(du / hvz)
                                    - z * np.arctan2(du * dv, z * dist))
        result[:, chosen] = total
    return result


def influence(points, panels):
    """Each panel together with its mirror images in the three mid-planes."""
    return sum(influence_one(points * np.array(signs), panels)
               for signs in product((1.0, -1.0), repeat=3))


def neutral_crystal(lengths, m):
    """Solve the outside field; return level at infinity, end share, U(points)."""
    panels, centres = make_panels(lengths, m)
    area = (panels[:, 3] - panels[:, 2]) * (panels[:, 5] - panels[:, 4])
    ends = panels[:, 0] == 2
    levels = np.where(ends, W_END, W_SIDE)
    solved = np.linalg.solve(influence(centres, panels),
                             np.column_stack([levels, np.ones(len(levels))]))
    charge = area @ solved
    level_inf = charge[0] / charge[1]
    density = solved[:, 0] - level_inf * solved[:, 1]
    end_share = (area * solved[:, 1])[ends].sum() / charge[1]

    def energy(points):
        return level_inf + influence(np.atleast_2d(points), panels) @ density
    return level_inf, end_share, energy


# Test 2: neutral cube centred at the origin, lengths in units of its width.
level_cube, share_cube, energy_cube = neutral_crystal((1.0, 1.0, 1.0), 16)
_, _, energy_coarse = neutral_crystal((1.0, 1.0, 1.0), 12)
assert abs(level_cube - (2 * W_END + 4 * W_SIDE) / 6) < 1e-3
heights = np.array([10.0, 100.0, 300.0, 1000.0, 10000.0])
above_end = np.array([[0, 0, 0.5 + h / WIDTH] for h in heights])
above_side = np.array([[0.5 + h / WIDTH, 0, 0] for h in heights])
profile_end, profile_side = energy_cube(above_end), energy_cube(above_side)
mesh_change = max(np.max(np.abs(profile_end - energy_coarse(above_end))),
                  np.max(np.abs(profile_side - energy_coarse(above_side))))
assert mesh_change < 0.005

# The outside level stays between the two work functions.
rng = np.random.default_rng(4)
trial = rng.uniform(-1.5, 1.5, (600, 3))
gap = np.linalg.norm(np.maximum(np.abs(trial) - 0.5, 0), axis=1)
sampled = energy_cube(trial[gap > 0.05])
assert sampled.min() > W_END - 0.005 and sampled.max() < W_SIDE + 0.005

# Far field of this neutral, inversion-symmetric cube: quadrupole, 1/distance^3.
far = energy_cube(np.array([[0, 0, 10.0], [0, 0, 20.0]])) - level_cube
far_ratio = far[0] / far[1]
assert abs(far_ratio / 8 - 1) < 0.03


def edge_field(energy, distance):
    """Field in V/nm across the outside bisector at the middle of an edge."""
    r = distance / WIDTH
    point = np.array([0.5 + r / np.sqrt(2), 0.0, 0.5 + r / np.sqrt(2)])
    across = np.array([-1.0, 0.0, 1.0]) / np.sqrt(2) * 0.05 * r
    near_end, near_side = energy(np.array([point + across, point - across]))
    return (near_side - near_end) / (0.1 * distance)


# The infinite-edge law is a limit: the cube must approach it as r shrinks.
edge_distances = (100.0, 50.0, 25.0)
cube_fields = [edge_field(energy_cube, d) for d in edge_distances]
cube_ratios = [f * BETA * d / DELTA for f, d in zip(cube_fields, edge_distances)]
assert abs(cube_ratios[2] - 1) < 0.05
assert abs(cube_ratios[2] - 1) < abs(cube_ratios[0] - 1)
# The deviation at the largest distance must not be a product of the mesh.
edge_mesh_change = abs(edge_field(energy_coarse, 100.0) / cube_fields[0] - 1)
assert edge_mesh_change < 0.02

# Test 3: flat plate, where symmetry does not fix the weights.
level_plate, share_plate, _ = neutral_crystal((1.0, 1.0, 0.25), 12)
level_rule = share_plate * W_END + (1 - share_plate) * W_SIDE
area_share = 2.0 / (2.0 + 4 * 0.25)
assert abs(level_plate - level_rule) < 0.01 * DELTA
assert abs(share_plate - area_share) > 0.02

# Sizes of neglected effects and of the charges involved.
e, eps0, kB = const.e, const.epsilon_0, const.k
coulomb = e / (4 * np.pi * eps0) * 1e9                     # eV nm
image = {z: -coulomb / (4 * z) for z in (10.0, 100.0)}
for z, value in image.items():
    work = quad(lambda s: coulomb / (2 * s) ** 2, z, np.inf)[0]
    assert abs(work + value) < 1e-7
r_near = 10.0                                              # nm
field_near = DELTA / (BETA * r_near)                       # V/nm
net_density = eps0 * field_near * 1e9 / e * 1e-4           # charges/cm2
spill = 0.1                                                # nm
dipole_density = eps0 * DELTA / (spill * 1e-9) / e * 1e-4  # charges/cm2
n_metal = 60.0                                             # electrons/nm3
n_si = n_metal * 1e27
fermi = const.hbar**2 * (3 * np.pi**2 * n_si) ** (2 / 3) / (2 * const.m_e)
screening = np.sqrt(2 * eps0 * fermi / (3 * n_si * e**2)) * 1e9
penetration = field_near * screening
richardson = 4 * np.pi * const.m_e * kB**2 * e / const.h**3
emission = richardson * TEMP**2 * np.exp(-W_END * e / (kB * TEMP)) * 1e-4
pressure, sites, gas_mass = 1e-10, 1e15, 28.0              # Torr, cm-2, u
flux = (pressure * const.torr
        / np.sqrt(2 * np.pi * gas_mass * const.atomic_mass * kB * TEMP)) * 1e-4
cover_time = sites / flux / 3600
assert abs(image[100.0]) < 0.05 * DELTA and penetration < 0.01 * DELTA

print(f"Work function, two (100) end faces: {W_END:.2f} eV")
print(f"Work function, four (011)-type side faces: {W_SIDE:.2f} eV")
print(f"Difference of nearby vacuum levels: {DELTA:.2f} eV")
print(f"Cube width: {WIDTH:.0f} nm; temperature: {TEMP:.0f} K")
print(f"Corner from charges: step found / step expected: {step_found/DELTA:.3f}")
print(f"Corner: field / edge law, 20 diagonal cells: {edge_ratios[0]:.3f}")
print(f"Corner: field / edge law, 40 diagonal cells: {edge_ratios[1]:.3f}")
print(f"Corner: low-W wall field / edge law: {wall_ratio:.3f}")
print(f"Cube: level at infinity above mu: {level_cube:.4f} eV")
print(f"Cube: charge share of the two end faces: {share_cube:.4f}")
for h, p, q in zip(heights, profile_end, profile_side):
    print(f"Level at {h:.0f} nm: above end {p:.3f} eV, above side {q:.3f} eV")
print(f"Largest change of these levels with mesh: {1000*mesh_change:.2f} meV")
print(f"Sampled outside levels: {sampled.min():.3f} to {sampled.max():.3f} eV")
print(f"Far deviation, 10 widths / 20 widths from centre: {far_ratio:.3f}")
print(f"Edge-law field at {r_near:.0f} nm: {10*field_near:.4f} MV/cm")
for d, f, q in zip(edge_distances, cube_fields, cube_ratios):
    print(f"Edge at {d:.0f} nm: law {10*DELTA/(BETA*d):.4f} MV/cm, "
          f"cube {10*f:.4f} MV/cm, ratio {q:.3f}")
print(f"Change of cube edge field at 100 nm with mesh: "
      f"{100*edge_mesh_change:.2f} percent")
print(f"Plate thickness: {0.25*WIDTH:.0f} nm (same width)")
print(f"Plate: level at infinity, direct: {level_plate:.4f} eV")
print(f"Plate: level at infinity, charge-share rule: {level_rule:.4f} eV")
print(f"Plate: end-face charge share: {share_plate:.4f}")
print(f"Plate: end-face area share: {area_share:.4f}")
print(f"Edge-law net charge density at {r_near:.0f} nm: {net_density:.2e} e/cm2")
print(f"Assumed dipole spacing: {spill:.1f} nm")
print(f"Charge in each dipole sheet for the step: {dipole_density:.2e} e/cm2")
for z, value in image.items():
    print(f"Image energy at {z:.0f} nm: {1000*value:.2f} meV")
print(f"Assumed metal electron density: {n_metal:.0f} per nm3")
print(f"Thomas-Fermi screening length: {screening:.4f} nm")
print(f"Voltage lost in metal at {r_near:.0f} nm: {1000*penetration:.3f} mV")
print(f"Thermionic current density, end face: {emission:.1e} A/cm2")
print(f"Residual gas: {pressure:.0e} Torr, {gas_mass:.0f} u, {sites:.0e} sites/cm2")
print(f"Time to cover a face if every molecule sticks: {cover_time:.1f} h")
print("done: every assertion held")
```

Printed output:

```
Work function, two (100) end faces: 4.50 eV
Work function, four (011)-type side faces: 5.00 eV
Difference of nearby vacuum levels: 0.50 eV
Cube width: 1000 nm; temperature: 300 K
Corner from charges: step found / step expected: 0.977
Corner: field / edge law, 20 diagonal cells: 1.011
Corner: field / edge law, 40 diagonal cells: 0.999
Corner: low-W wall field / edge law: 0.973
Cube: level at infinity above mu: 4.8333 eV
Cube: charge share of the two end faces: 0.3333
Level at 10 nm: above end 4.506 eV, above side 4.997 eV
Level at 100 nm: above end 4.561 eV, above side 4.969 eV
Level at 300 nm: above end 4.664 eV, above side 4.918 eV
Level at 1000 nm: above end 4.798 eV, above side 4.851 eV
Level at 10000 nm: above end 4.833 eV, above side 4.833 eV
Largest change of these levels with mesh: 0.18 meV
Sampled outside levels: 4.557 to 4.975 eV
Far deviation, 10 widths / 20 widths from centre: 7.998
Edge-law field at 10 nm: 0.1061 MV/cm
Edge at 100 nm: law 0.0106 MV/cm, cube 0.0096 MV/cm, ratio 0.901
Edge at 50 nm: law 0.0212 MV/cm, cube 0.0203 MV/cm, ratio 0.958
Edge at 25 nm: law 0.0424 MV/cm, cube 0.0416 MV/cm, ratio 0.981
Change of cube edge field at 100 nm with mesh: 0.05 percent
Plate thickness: 250 nm (same width)
Plate: level at infinity, direct: 4.7252 eV
Plate: level at infinity, charge-share rule: 4.7247 eV
Plate: end-face charge share: 0.5506
Plate: end-face area share: 0.6667
Edge-law net charge density at 10 nm: 5.86e+10 e/cm2
Assumed dipole spacing: 0.1 nm
Charge in each dipole sheet for the step: 2.76e+13 e/cm2
Image energy at 10 nm: -36.00 meV
Image energy at 100 nm: -3.60 meV
Assumed metal electron density: 60 per nm3
Thomas-Fermi screening length: 0.0586 nm
Voltage lost in metal at 10 nm: 0.622 mV
Thermionic current density, end face: 2.7e-69 A/cm2
Residual gas: 1e-10 Torr, 28 u, 1e+15 sites/cm2
Time to cover a face if every molecule sticks: 7.2 h
done: every assertion held
```
